# Subband-energy spread from thickness fluctuations in a 2-nm oxide channel

## Problem

An oxide semiconductor film of mean thickness \(d=2\) nm serves as a transistor channel. Its thickness varies from place to place with an rms deviation \(\sigma_d=0.2\) nm.

1. Estimate the resulting rms spread \(\sigma_E\) of the lowest subband edge, first for impenetrable walls and then for barriers of finite height.
2. Compare it with \(k_BT\) at 300 K, and say what the comparison means for the electrons.
3. Find how slowly the thickness must vary along the film for the spread of local edges to be felt by the electrons.

Use round model parameters, which stand for no particular material: effective mass \(m=0.3\,m_e\) in film and barriers, and barrier height \(V_0=3\) eV on both sides. The band is parabolic, and gate field, alloy disorder and screening are left out. Energies are measured from the conduction-band bottom of the film.

## Solution

### The subband edge of a uniform film

Let \(z\) run across the film, with walls at \(z=\pm d/2\). For an energy \(E<V_0\), define

\[
E=\frac{\hbar^2k^2}{2m},\qquad V_0=\frac{\hbar^2k_0^2}{2m},\qquad \kappa^2=k_0^2-k^2 .
\]

The lowest state is \(\cos kz\) inside the film and decays as \(e^{-\kappa|z|}\) outside. Since the mass is the same everywhere, both the wavefunction and its derivative are continuous. Dividing the second condition by the first at \(z=d/2\) gives

\[
k\tan\frac{kd}{2}=\kappa .
\]

Hence \(kd/2=\arctan(\kappa/k)=\pi/2-\arctan(k/\kappa)\). Because \(k^2+\kappa^2=k_0^2\), the last angle is also \(\arcsin(k/k_0)\). The second state, \(\sin kz\), obeys \(\tan(kd/2)=-k/\kappa\), so that \(kd/2=\pi-\arcsin(k/k_0)\). Both cases are contained in

\[
kd+2\arcsin\frac{k}{k_0}=n\pi,\qquad n=1,2 .
\]

For the given parameters \(\hbar^2/2m=38.1/0.3=127\) meV nm². The solution for \(n=1\) is \(k=1.300\) nm⁻¹ with \(\kappa=4.683\) nm⁻¹. As a check, \(\tan(1.300)=3.60\) and \(\kappa/k=4.683/1.300=3.60\). The energy is

\[
E_1=127\times1.300^2\ \text{meV}\approx 215\ \text{meV}.
\]

Impenetrable walls correspond to \(k_0\to\infty\). The arcsine then vanishes, \(k=\pi/d\), and

\[
E_1^{\rm hard}=\frac{\hbar^2\pi^2}{2md^2}=\frac{127\,\pi^2}{4}\ \text{meV}\approx313\ \text{meV}.
\]

### Sensitivity to thickness

Differentiate the quantization condition with respect to \(d\), keeping \(k_0\) fixed. Since

\[
\frac{d}{dk}\arcsin\frac{k}{k_0}=\frac{1}{\sqrt{k_0^2-k^2}}=\frac1\kappa ,
\]

the result is

\[
k+\left(d+\frac2\kappa\right)\frac{dk}{dd}=0 .
\]

The energy follows by the chain rule:

\[
\frac{dE}{dd}=\frac{\hbar^2k}{m}\frac{dk}{dd}
=-\frac{\hbar^2k^2}{m}\,\frac{1}{d+2/\kappa}
=-\frac{2E}{d+2/\kappa}.
\]

The minus sign says that a thicker place has a lower edge. The length \(d+2/\kappa\) is the film thickness plus one decay length on each side. Diagonalization in a sine basis, which does not use the matching condition, reproduces the levels \(n=1,2\) within 0.1 meV and their slopes within 0.5%.

For a local thickness \(d+\delta\) with \(\langle\delta\rangle=0\) and \(\langle\delta^2\rangle=\sigma_d^2\), the first-order change of the edge is \((dE/dd)\,\delta\). Its rms value is

\[
\boxed{\;\sigma_E=\frac{2E\,\sigma_d}{d+2/\kappa}\;}
\]

With impenetrable walls,

\[
\sigma_E^{\rm hard}=\frac{2\times313.4\times0.2}{2}\ \text{meV}\approx63\ \text{meV}.
\]

With the 3-eV barriers, \(2/\kappa=0.427\) nm and

\[
\sigma_E=\frac{2\times214.6\times0.2}{2.427}\ \text{meV}\approx35\ \text{meV}.
\]

The finite barrier reduces the spread in two ways. The energy falls by the factor \(214.6/313.4=0.68\), and the longer denominator contributes \(2/2.427=0.82\); their product is 0.56. The direction of the change is general in this model. The arcsine is positive, so \(k<\pi/d\) and \(E_1<E_1^{\rm hard}\), while \(d+2/\kappa>d\). The hard-wall value is therefore an upper estimate of the linear spread.

The opposite limit, \(d\to0\) at fixed \(V_0\), behaves differently. For \(n=1\) the quantization condition then requires \(k\to k_0\), so \(\kappa\to0\) and \(dE_1/dd\to-V_0\kappa\to0\). The hard-wall slope, proportional to \(1/d^3\), diverges instead. Finite barriers thus remove the divergence, although the linear estimate of the spread also needs \(\sigma_d\ll d\).

### Is 10% roughness small enough for a linear estimate?

At \(d-\sigma_d=1.8\) nm the edge is at 254.9 meV, and at \(d+\sigma_d=2.2\) nm it is at 183.2 meV. Relative to 214.6 meV, the thin place is raised by 40 meV and the thick place lowered by 31 meV. This asymmetry shows the curvature of \(E_1(d)\). Expanding to second order and averaging gives

\[
\langle E_1(d+\delta)\rangle-E_1(d)\approx\frac12\frac{d^2E_1}{dd^2}\,\sigma_d^2 ,
\]

because the linear term averages to zero. Averaging the full \(E_1(d)\) over a Gaussian distribution of thickness gives a mean shift of 4.5 meV and an rms spread of 37.5 meV. The spread is 6% above the linear value, a smaller change than those caused by the other masses and barrier heights in the table of cases below.

The meaning of "0.2-nm fluctuation" matters more. If 0.2 nm is the full span, from 1.9 to 2.1 nm, then 35 meV is the full span of the edge to first order. For two equally probable thicknesses the rms deviation is half of that, about 18 meV. Moreover, it is the thickness that counts: if both surfaces rise and fall together with gentle slopes, the local thickness hardly changes and this mechanism gives almost no spread.

### Comparison with thermal energy

At 300 K, \(k_BT=25.9\) meV. The linear estimates give

\[
\frac{\sigma_E}{k_BT}\approx1.4\ \text{(3-eV barriers)},\qquad
\frac{\sigma_E^{\rm hard}}{k_BT}\approx2.4\ \text{(hard walls)} .
\]

The spread is therefore comparable with thermal energy and somewhat larger. If 0.2 nm is instead the full span between two equally probable thicknesses, the rms ratio is about \(18/26\approx0.7\), so the verdict depends on how the roughness was specified.

To see what the ratio means, consider wide regions with a common Fermi level \(\mu\). In two dimensions a parabolic subband has a constant density of states \(g\) per area. If the edge lies several \(k_BT\) above \(\mu\), Boltzmann occupation gives the sheet density

\[
n_s=g\int_{E_1}^{\infty}e^{-(E-\mu)/k_BT}\,dE
=g\,k_BT\,e^{-(E_1-\mu)/k_BT}.
\]

The factors \(g\,k_BT\) and \(e^{\mu/k_BT}\) cancel in the ratio of two regions:

\[
\frac{n_s(2.2\ \text{nm})}{n_s(1.8\ \text{nm})}
=\exp\!\left(\frac{254.9-183.2}{25.85}\right)\approx16 .
\]

At low density the electrons thus gather in the thick places. Integration of the Fermi function, with \(\mu\) placed \(6k_BT\) below the lower edge, confirms this ratio within 1%. The contrast weakens when \(\mu\) is many \(k_BT\) above both edges but still well below the second subband: then \(n_s\approx g(\mu-E_1)\), and the ratio falls as \(\mu\) rises, to about 1.2 when \(\mu\) is \(5k_BT\) below the second subband of the thick region. In terms of density, the ratio 16 needs \(n_s\ll g\,k_BT\approx3\times10^{12}\) cm⁻²; it is about 11 at \(2\times10^{12}\) cm⁻² and about 4 at \(9\times10^{12}\) cm⁻² in the thick region. The degenerate limit needs \(2\times10^{13}\) cm⁻² or more. A gate that induces such a density produces a field of about 0.4 V/nm (for a relative permittivity of 10), a drop of hundreds of meV across the film, so the field-free edges used here do not describe a gated channel at those densities. Once the second subband begins to fill, this one-subband expression no longer applies. Electrostatic screening, which would alter the local edges, is not included.

The second subband has a larger spread, 136 meV, but lies 632 meV above the first. This spacing is about \(24k_BT\), so its thermal population is negligible in the nondegenerate uniform film.

One can also ask at what mean thickness the same 0.2-nm roughness gives \(\sigma_E=k_BT\). For hard walls, \(\sigma_E=\pi^2\hbar^2\sigma_d/(md^3)\), hence

\[
d=\left(\frac{\pi^2\hbar^2\sigma_d}{m\,k_BT}\right)^{1/3}
=\left(\frac{2\pi^2\times127\times0.2}{25.85}\right)^{1/3}\text{nm}\approx2.7\ \text{nm}.
\]

With 3-eV barriers, numerical solution gives 2.3 nm on the branch where the spread falls with increasing thickness. A 2-nm film is therefore close to the crossover.

### A few cases

All rows have \(d=2\) nm, \(\sigma_d=0.2\) nm rms and \(T=300\) K, and use the linear formula.

| \(m/m_e\) | \(V_0\) (eV) | \(\sigma_E\) (meV) | \(\sigma_E/k_BT\) |
|---:|---:|---:|---:|
| 0.3 | hard walls | 63 | 2.4 |
| 0.3 | 5 | 40 | 1.5 |
| 0.3 | 3 | 35 | 1.4 |
| 0.3 | 1 | 24 | 0.9 |
| 0.2 | 3 | 47 | 1.8 |
| 0.4 | 3 | 29 | 1.1 |

For hard walls the spread is proportional to \(1/m\). At \(V_0=3\) eV, doubling the mass from 0.2 to 0.4 reduces it by a factor of about 1.65 instead of 2, because the lighter electron penetrates farther into the barriers.

### When do electrons feel the local edge?

A local subband edge acts as a potential for motion along the film, and an electron cannot follow variations that are too short. Take a thickness \(d+\sqrt2\,\sigma_d\cos qx\), with \(q=2\pi/\lambda\). Its rms deviation is \(\sigma_d\), since \(\langle\cos^2qx\rangle=1/2\). To first order the edge is modulated with amplitude

\[
W=\sqrt2\,\sigma_E\approx50\ \text{meV}.
\]

The competing energy is the kinetic cost of one wave vector \(q\), \(\varepsilon=\hbar^2q^2/2m\).

**Short periods, \(\varepsilon\gg W\).** The uniform in-plane state is coupled to the plane waves \(\pm q\), each with a matrix element of magnitude \(W/2\). Second-order perturbation theory gives

\[
\Delta E=-2\,\frac{(W/2)^2}{\varepsilon}=-\frac{W^2}{2\varepsilon},
\]

which is much smaller in magnitude than \(W\). In this first-order potential, the modulation is largely averaged out of the ground-state energy; the curvature of \(E_1(d)\) is not included here.

**Long periods, \(\varepsilon\ll W\).** Near a minimum, at distance \(u\) from it, the potential is \(-W+\tfrac12Wq^2u^2\). Comparison with \(\tfrac12m\omega^2u^2\) gives \(\omega=q\sqrt{W/m}\), and

\[
\Delta E\approx-W+\tfrac12\hbar\omega .
\]

The electron settles in the thick part. The crossover lies near \(\varepsilon=W\). Neither formula is accurate there: they give \(-0.50\,W\) and \(-0.29\,W\), while the ground state in the cosine potential lies at \(-0.38\,W\). The condition \(\varepsilon=W\) sets the scale

\[
\lambda_c=2\pi\sqrt{\frac{\hbar^2}{2mW}}
=2\pi\sqrt{\frac{127}{50}}\ \text{nm}\approx10\ \text{nm}.
\]

A full two-dimensional calculation of the undulating film, with both walls moving symmetrically about a flat midplane, gives the following ground-state shifts relative to the flat film. The lowest local edge lies at −42.5 meV, not at −50 meV, because \(E_1(d)\) is curved.

| \(\lambda\) (nm) | Full calculation (meV) | Motion in local edge (meV) |
|---:|---:|---:|
| 5 | −1.0 | −1.8 |
| 10 | −14.2 | −14.4 |
| 20 | −27.6 | −27.6 |
| 40 | −35.0 | −35.0 |

At 5 nm, \(\varepsilon\approx201\) meV and the perturbative lowering is \(50^2/(2\times201)\approx6\) meV. The upward mean shift of about 4.5 meV cancels most of it. The small remainder depends on how the walls move: if one wall is flat and the other carries the whole thickness variation, the full shift is +1.0 meV at 5 nm and −13.7 meV at 10 nm, while at 20 and 40 nm it changes by less than 0.1 meV. At 10 nm the ground state has reached one third of the depth of the lowest local edge, and at 40 nm about four fifths.

The estimate \(\sigma_E\approx35\) meV is thus a spread of local edges. The ground-state energy comes close to the lowest local edge only when the thickness changes over lateral periods well above 10 nm. Electrons at 300 K also occupy higher states, so for them 10 nm is a rough scale and not a sharp threshold. The density ratio of 16 likewise applies to regions wide enough for their local edges to be meaningful. These shifts concern the ground state for a periodic undulation in one direction; they do not give the mobility or the full density of states of a randomly rough film.

## Table of computed values

```
effective mass: 0.30 electron masses
barrier height: 3.00 eV
mean thickness: 2.00 nm
rms thickness fluctuation: 0.20 nm
temperature: 300 K
hbar^2/(2 m_e): 0.038100 eV nm^2
thermal energy: 25.85 meV
hard-wall E1: 313.4 meV
hard-wall linear rms spread: 62.7 meV
hard-wall spread / thermal energy: 2.42
finite-barrier E1: 214.6 meV
wave number k1 in film: 1.3000 nm^-1
decay constant kappa1: 4.6832 nm^-1
decay length 1/kappa1: 0.2135 nm
effective width d + 2/kappa1: 2.4271 nm
slope dE1/dd: -176.9 meV/nm
finite-barrier linear rms spread: 35.4 meV
finite-barrier spread / thermal energy: 1.37
finite-barrier E2: 846.4 meV
subband spacing E2 - E1: 631.8 meV
second-subband linear rms spread: 136.2 meV
Gaussian mean shift of E1: 4.50 meV
Gaussian rms spread of E1: 37.5 meV
Gaussian spread / thermal energy: 1.45
E1 at d - sigma_d: 254.9 meV
E1 at d + sigma_d: 183.2 meV
thick/thin sheet-density ratio: 16.0
thickness of equality, finite barrier: 2.27 nm
thickness of equality, hard walls: 2.69 nm
mass 0.2, barrier 3 eV: spread 47.1 meV, ratio to kT 1.82
mass 0.4, barrier 3 eV: spread 28.5 meV, ratio to kT 1.10
mass 0.3, barrier 1 eV: spread 24.1 meV, ratio to kT 0.93
mass 0.3, barrier 5 eV: spread 40.0 meV, ratio to kT 1.55
linear edge-modulation amplitude W: 50.0 meV
lateral crossover period: 10.0 nm
lowest local edge relative to flat film: -42.5 meV
period 5 nm, ground shift: full 2D -1.0 meV, local edge -1.8 meV
period 10 nm, ground shift: full 2D -14.2 meV, local edge -14.4 meV
period 20 nm, ground shift: full 2D -27.6 meV, local edge -27.6 meV
period 40 nm, ground shift: full 2D -35.0 meV, local edge -35.0 meV
```
